\section*{The Slab-Truncated Coulomb Kernel and the Half-Height Cutoff for Charged Layers, part 1}

(Sections cited here and not found follow in the second part.)

\section{The kernel and its sign factor}

\subsection{An energy that should not depend on the vacuum}

One elementary charge, spread as a Gaussian of standard deviation $0.5$ bohr, is placed in a cell with a square base of side $10$ bohr. The cell height is set to $12$, $24$ and $48$ bohr. With the ordinary periodic Coulomb kernel $4\pi/G^2$, and its $G=0$ term left out, the electrostatic energy per cell is $0.4335$, $0.4955$ and $0.6208$ hartree. Adding vacuum makes the energy drift, and the drift does not slow down. With the kernel derived here the energy is $0.369176$ hartree at all three heights.

For $G\neq0$ the second kernel differs from the first by a bracket containing one exponential and one alternating sign. At $G=0$ it has a finite value in place of the omitted term, and the constant energy of this charged cell needs both changes. This half derives them and shows where the sign comes from. The second half gives the conditions under which it yields the energy of a single layer, and what it does to a charged cell.

\subsection{Conventions and the energy formula}

Hartree atomic units are used, so two unit charges at distance $r$ interact with energy $1/r$. The cell has two lattice vectors in the plane of the layer, spanning an area $A$, and a third vector of length $L$ normal to that plane. The volume is $\Omega=AL$. A reciprocal lattice vector is written
\begin{equation}
\mathbf G=(\mathbf K,g),\qquad K=|\mathbf K|,\qquad g=\frac{2\pi n}{L},\qquad G^2=K^2+g^2,
\end{equation}
with integer $n$. Positions are $(\mathbf r,z)$, with $\mathbf r$ in the plane.

The interaction is cut in the normal direction alone:
\begin{equation}
w_R(\mathbf r,z)=
\begin{cases}
1/\sqrt{r^2+z^2}, & |z|<R,\\
0, & |z|>R.
\end{cases}
\end{equation}
Charges in the same layer interact at any lateral distance, while layers farther apart than $R$ do not interact. The kernel is the transform
\begin{equation}
v(\mathbf G)=\int d^2r\int dz\; w_R(\mathbf r,z)\,e^{-i\mathbf K\cdot\mathbf r-igz}.
\end{equation}

Let $\rho$ be the real charge density of one cell and $\tilde\rho(\mathbf G)$ its transform with the same sign convention. The periodic density is $\Omega^{-1}\sum_{\mathbf G}\tilde\rho(\mathbf G)e^{i\mathbf G\cdot\mathbf x}$, with $\mathbf x=(\mathbf r,z)$. Its potential is the convolution with $w_R$. Substituting $\mathbf u=\mathbf x-\mathbf x'$ turns each plane wave into itself times $v$:
\begin{equation}
\int d^3u\,w_R(\mathbf u)\,e^{i\mathbf G\cdot(\mathbf x-\mathbf u)}=v(\mathbf G)\,e^{i\mathbf G\cdot\mathbf x}.
\end{equation}
The energy per cell is half the integral of density times potential over one cell. Since $\rho$ is real, $\int\rho\,e^{i\mathbf G\cdot\mathbf x}d^3x=\tilde\rho(\mathbf G)^*$, and
\begin{equation}
E=\frac{1}{2AL}\sum_{\mathbf G}v(\mathbf G)\,|\tilde\rho(\mathbf G)|^2 .
\label{eq:energy}
\end{equation}
The factor $1/2$ counts each pair once. The kernel has the unit bohr$^2$, and division by a volume in bohr$^3$ gives hartree.

\subsection{The in-plane transform}

For $K>0$ and $z\neq0$ the first integral is
\begin{equation}
S(K,z)=\int d^2r\,\frac{e^{-i\mathbf K\cdot\mathbf r}}{\sqrt{r^2+z^2}} .
\end{equation}
It converges through oscillation, not through decay. It is therefore defined with a factor $e^{-\varepsilon r^2}$, with $\varepsilon\to0$ at the end. The denominator is written as a Gaussian integral,
\begin{equation}
\frac{1}{\sqrt{r^2+z^2}}=\frac{2}{\sqrt\pi}\int_0^\infty dt\,e^{-t^2(r^2+z^2)},
\end{equation}
and the in-plane integral becomes
\begin{equation}
\int d^2r\,e^{-i\mathbf K\cdot\mathbf r-(t^2+\varepsilon)r^2}=\frac{\pi}{t^2+\varepsilon}\,e^{-K^2/[4(t^2+\varepsilon)]}.
\end{equation}
For fixed $K>0$ the right side is bounded for all $t$ and $\varepsilon$, and the remaining factor $e^{-t^2z^2}$ is integrable. The limit may thus be taken under the $t$ integral. With $u=1/t$, for which $dt/t^2$ becomes $du$ after reversing the limits,
\begin{equation}
S=2\sqrt\pi\int_0^\infty\frac{dt}{t^2}\,e^{-t^2z^2-K^2/(4t^2)}
=2\sqrt\pi\int_0^\infty du\,e^{-K^2u^2/4-z^2/u^2}.
\end{equation}

The last integral has the form
\begin{equation}
I(\beta)=\int_0^\infty du\,e^{-\kappa^2u^2-\beta^2/u^2},\qquad \kappa=\frac K2,\quad\beta=|z| .
\end{equation}
Differentiation gives $I'=-2\beta\int_0^\infty du\,u^{-2}e^{-\kappa^2u^2-\beta^2/u^2}$. Put $u=\beta/(\kappa y)$. The two terms in the exponent change places, and $u^{-2}du$ becomes $(\kappa/\beta)dy$ once the limits are reversed. Hence $I'=-2\kappa I$. With $I(0)=\sqrt\pi/(2\kappa)$ this gives $I=\sqrt\pi\,e^{-2\kappa\beta}/(2\kappa)=\sqrt\pi\,e^{-K|z|}/K$, and
\begin{equation}
S(K,z)=\frac{2\pi}{K}\,e^{-K|z|}.
\label{eq:planar}
\end{equation}
At $K=0.7$ bohr$^{-1}$ and $z=1.3$ bohr the formula and direct quadrature of the oscillating integral both give $3.613049$ bohr. Physically, a charge pattern of in-plane wavelength $2\pi/K$ has a potential that dies out over the distance $1/K$ from its plane.

\subsection{The window integral}

The remaining integral runs over $|z|<R$. The integrand \eqref{eq:planar} is even in $z$, so the sine part of $e^{-igz}$ drops out:
\begin{equation}
v(K,g)=\frac{4\pi}{K}\int_0^R dz\,e^{-Kz}\cos gz .
\label{eq:window}
\end{equation}
The cosine is the real part of $e^{igz}$, hence
\begin{align}
\int_0^R dz\,e^{-Kz}\cos gz
&=\mathrm{Re}\,\frac{1-e^{-(K-ig)R}}{K-ig}\notag\\
&=\mathrm{Re}\,\frac{(K+ig)\left[1-e^{-KR}(\cos gR+i\sin gR)\right]}{K^2+g^2}\notag\\
&=\frac{K-e^{-KR}\left(K\cos gR-g\sin gR\right)}{G^2}.
\end{align}
In the last line the product $ig\cdot(-i\sin gR)=+g\sin gR$ supplies the sign of the sine term. Multiplying by $4\pi/K$ gives
\begin{equation}
v(K,g)=\frac{4\pi}{G^2}\left\{1-e^{-KR}\left[\cos gR-\frac gK\sin gR\right]\right\},\qquad K>0 .
\label{eq:general}
\end{equation}
For $R\to\infty$ at fixed $K>0$ the exponential vanishes and the untruncated $4\pi/G^2$ returns.

\subsection{The cutoff at half the cell height}

Now let $R=L/2$. Then
\begin{equation}
gR=\frac{2\pi n}{L}\,\frac L2=\pi n,\qquad \sin gR=0,\qquad \cos gR=(-1)^n=e^{igL/2},
\end{equation}
and the kernel is
\begin{equation}
v(K,g)=\frac{4\pi}{G^2}\left[1-(-1)^n e^{-KL/2}\right],\qquad K>0 .
\label{eq:half}
\end{equation}
The phase factor is a real sign.

This step needs $g$ to be a multiple of $2\pi/L$. A wave-vector transfer $q_z$ along the normal makes $gR=\pi n+q_zL/2$, and the sine returns. The same happens if the third lattice vector is tilted by an in-plane vector $\mathbf t$ that is not itself a lattice vector: then $\mathbf G\cdot(\mathbf t,L)=2\pi n$ gives $gL=2\pi n-\mathbf K\cdot\mathbf t$. If $\mathbf t$ is a lattice vector the sine still vanishes, but the sign is $\cos(gL/2)$, fixed by the integer $gL/2\pi$ and not by this $n$. Transfers within the plane are harmless. The derivation never used that $\mathbf K$ is a lattice vector, so $K$ may be replaced by $|\mathbf K+\mathbf q|$.

For $L=24$ bohr and $K=2\pi/40=0.157080$ bohr$^{-1}$ one has $e^{-KL/2}=0.151836$, and the $n=0$ value is
\begin{equation}
v=\frac{4\pi}{(0.157080)^2}\,(1-0.151836)=431.97\ \text{bohr}^2 .
\end{equation}
At $n=1$ the bracket is $1+0.151836$ and $v=155.28$ bohr$^2$. Quadrature of \eqref{eq:window} gives the same values. A window of $R=9.6$ bohr gives $396.56$ and $188.19$ bohr$^2$ instead. The coefficients depend on the window, although the interaction inside it is the same.

\subsection{Why the sine term disappears}

The numbers $v(K,2\pi n/L)/L$ are the Fourier coefficients of a function of period $L$, namely the windowed interaction repeated along $z$:
\begin{equation}
F_K(z)=\sum_m f_K(z-mL)=\frac1L\sum_n v(K,g)\,e^{igz},\quad
f_K(z)=\frac{2\pi}{K}e^{-K|z|}\ \text{for }|z|<R,
\label{eq:periodic}
\end{equation}
and $f_K=0$ outside. For $R<L/2$ there are empty gaps between the windows, and $F_K$ jumps at their edges. For $R=L/2$ neighbouring windows touch. Because $f_K$ is even, both have the value $(2\pi/K)e^{-KL/2}$ where they meet, so $F_K$ is continuous and has a kink there.

One integration by parts shows what a jump does. For a smooth function $h$ on $[0,R]$,
\begin{equation}
\int_0^R h\cos gz\,dz=\frac{h(R)\sin gR}{g}-\frac1g\int_0^R h'\sin gz\,dz .
\end{equation}
The first term is the edge value times $\sin gR/g$. A second integration by parts shows that the last term is of order $1/g^2$. The sine term in \eqref{eq:general} is thus the signature of the jump, and it falls as $1/g$ when the rest falls as $1/g^2$.

The numbers agree. From $n=201$ to $n=2001$, at the $K$ used above, the half-height kernel drops by a factor $99.1$, which is $(2001/201)^2$. The kernel with $R=9.6$ bohr drops by $10.2$, close to $2001/201=9.96$. The small excess is due to the $1/g^2$ part, which still adds $2.7\%$ to the sine term at $n=201$. The value of $\sin gR$ is the same at both $n$, since $gR=2\pi\times0.4\,n$ for $R=0.4L$, and $1800\times0.4=720$ is an integer.

\subsection{The terms with $K=0$}

At $K=0$ the in-plane integral diverges, because an infinite charged sheet has infinite potential relative to infinity. Integrating over a disk of radius $P$ gives
\begin{equation}
\int_{r<P}\frac{d^2r}{\sqrt{r^2+z^2}}=2\pi\left(\sqrt{P^2+z^2}-|z|\right).
\end{equation}
Subtract the constant $2\pi P$. The difference $\sqrt{P^2+z^2}-P=z^2/(\sqrt{P^2+z^2}+P)$ vanishes for $P\to\infty$ at every $z$ in the window, which leaves $-2\pi|z|$. The expansion of \eqref{eq:planar} at small $K$,
\begin{equation}
\frac{2\pi}{K}e^{-K|z|}=\frac{2\pi}{K}-2\pi|z|+O(K),
\label{eq:smallK}
\end{equation}
has the same finite part. Dropping the constant is a convention, and its effect on charged cells is worked out in the second half.

The window integral of $-2\pi|z|$ is, for $g\neq0$,
\begin{align}
v(0,g)&=-4\pi\int_0^R z\cos gz\,dz
=-4\pi\left[\frac{R\sin gR}{g}+\frac{\cos gR-1}{g^2}\right]\notag\\
&=\frac{4\pi}{g^2}\left[1-\cos gR-gR\sin gR\right],
\end{align}
and $v(0,0)=-4\pi\int_0^Rz\,dz=-2\pi R^2$. At $R=L/2$ these become
\begin{equation}
v(0,g)=\frac{4\pi}{g^2}\left[1-(-1)^n\right]\ (n\neq0),\qquad v(0,0)=-\frac{\pi L^2}{2}.
\label{eq:K0}
\end{equation}
Even $n\neq0$ gives zero and odd $n$ gives $8\pi/g^2$. For $L=24$ bohr the values at $n=0,1,2,3$ are $-904.78$, $366.69$, $0$ and $40.74$ bohr$^2$.

\subsection{Where the divergence sits}

As $K\to0$ at fixed $n\neq0$, the sine term of \eqref{eq:general} behaves as
\begin{equation}
v(K,g)\simeq\frac{4\pi\sin gR}{g\,K}.
\label{eq:div}
\end{equation}
This is the dropped constant $2\pi/K$ seen through the window, since $(2\pi/K)\int_{-R}^{R}e^{-igz}dz=4\pi\sin(gR)/(gK)$. A constant on part of the period has components at many $n$. A constant on the whole period has the component $n=0$ and no other. Half height therefore confines the divergence to one coefficient,
\begin{equation}
v(K,0)=\frac{4\pi}{K^2}\left(1-e^{-KL/2}\right)=\frac{2\pi L}{K}-\frac{\pi L^2}{2}+O(K),
\end{equation}
whose finite part is the $v(0,0)$ of \eqref{eq:K0}.

At $K=10^{-4}$ bohr$^{-1}$, $n=1$ and $L=24$ bohr, the half-height kernel is $366.47$ bohr$^2$, within $0.06\%$ of its limit. The kernel with $R=9.6$ bohr is $2.82\times10^5$ bohr$^2$. Its product with $K$ is $28.220$ bohr, against $28.214$ bohr from \eqref{eq:div}. This matters when $K$ is replaced by $|\mathbf K+\mathbf q|$ and $\mathbf q$ runs through small values: at half height, the $n=0$ term alone diverges. The terms with $n\neq0$ stay finite, but at $K=0$ they have a kink, because $e^{-KL/2}$ is linear in $K=|\mathbf q|$ there.

\section{Layers, charged cells and the defect model}

This part has derived the Coulomb kernel truncated at half the cell height, shown that its alternating sign is the value of $\cos gR$ at $R=L/2$, and found its finite value at $G=0$. It remains to give the conditions under which the kernel yields the energy of a single layer, and to work out what the dropped constant does to a charged cell.

All numerical values are calculated from the stated model.
